# Weibull Slope and Oxide Thickness in the Independent-Column Breakdown Model: test program

```python
"""
Cell model of oxide breakdown.
Result under test: F(t) = 1 - (1 - lambda**n)**N, whose Weibull slope
is alpha*n when defects per cell are few and N is large.
N: number of columns; n: cells per column; lambda: chance that a cell
is defective; mu: mean defects per cell, growing as time**alpha;
W = ln(-ln(1-F)); t63: time at which F = 1 - 1/e (W = 0).
Times are in seconds, lengths in nm, defect densities in cm^-3.
"""
import itertools
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq

# Round parameters in the regime of a thin CMOS gate oxide under stress.
alpha = 0.5
cell_nm = 1.0
thickness_nm = 3.0
area_cm2 = 1.0e-4
density_1s = 1.5e16
stress_V, use_V = 4.5, 2.5
voltage_power = 40.0
temperature_K = 400.0
activation_eV = 0.6
product_area_cm2 = 0.1
product_fail = 1.0e-4
roughness_nm = 0.2
initial_density = 1.0e16
voltage_scatter = 0.01

cell_cm = cell_nm * 1e-7
n_cells = round(thickness_nm / cell_nm)
N_columns = area_cm2 / cell_cm**2
mu_1s = density_1s * cell_cm**3


def weibit(log_time, n, columns, mu_initial=0.0):
    """W from the exact survival probability, stable for small F."""
    mu = mu_initial + mu_1s * np.exp(alpha * log_time)
    log_q = n * np.log(-np.expm1(-mu))
    q = np.maximum(np.exp(log_q), 1e-12)
    return np.log(columns) + log_q + np.log(-np.log1p(-q) / q)


def find_log_time(n, columns, level=0.0, mu_initial=0.0):
    low = math.log(1e-20 / mu_1s) / alpha
    high = math.log(20.0 / mu_1s) / alpha
    return brentq(lambda u: weibit(u, n, columns, mu_initial) - level,
                  low, high, xtol=1e-12)


def numerical_slope(log_time, n, columns, mu_initial=0.0):
    h = 1e-4
    return (weibit(log_time + h, n, columns, mu_initial)
            - weibit(log_time - h, n, columns, mu_initial)) / (2 * h)


def slope_formula(mu, n):
    q = (-math.expm1(-mu))**n
    return (alpha * n * mu / math.expm1(mu)
            * q / ((1 - q) * (-math.log1p(-q))))


# Enumerate every defect configuration of a small device.
p_cell = 0.37
failed = 0.0
for bits in itertools.product((0, 1), repeat=9):
    columns = np.array(bits).reshape(3, 3)
    if columns.all(axis=1).any():
        k = sum(bits)
        failed += p_cell**k * (1 - p_cell)**(9 - k)
assert abs(failed - (1 - (1 - p_cell**3)**3)) < 1e-13

# Simulate first-defect times: latest cell in a column, earliest column.
rng = np.random.default_rng(731)
sim_columns, sim_devices = 1000, 8000
simulation = []
for n in (2, 3, 4):
    parts = []
    for _ in range(8):
        cells = rng.standard_exponential((n, 1000, sim_columns))
        parts.append(cells.max(axis=0).min(axis=1))
    mu_break = np.sort(np.concatenate(parts))
    exact_cdf = 1 - (1 - (-np.expm1(-mu_break))**n)**sim_columns
    ranks = np.arange(1, sim_devices + 1) / sim_devices
    distance = max(np.max(np.abs(ranks - exact_cdf)),
                   np.max(np.abs(ranks - 1 / sim_devices - exact_cdf)))
    assert distance < 0.022
    log_times = np.log(mu_break) / alpha
    fitted = math.pi / (math.sqrt(6) * np.std(log_times))
    lam = (-math.expm1(-1 / sim_columns))**(1 / n)
    predicted = slope_formula(-math.log1p(-lam), n)
    # Sampling error plus curvature of the finite-N Weibull plot.
    assert abs(fitted / predicted - 1) < 0.06
    simulation.append((n, fitted, predicted))

# Exact local slope, including cases far from the dilute limit.
for columns, n in ((5, 2), (1000, 4), (N_columns, n_cells),
                   (N_columns, 50)):
    u = find_log_time(n, columns)
    mu = mu_1s * math.exp(alpha * u)
    assert abs(numerical_slope(u, n, columns)
               / slope_formula(mu, n) - 1) < 1e-6

# Thickness dependence with the same generation law.
thickness_table = []
for n in (2, 3, 4, 5, 10, 20, 50):
    u = find_log_time(n, N_columns)
    mu = mu_1s * math.exp(alpha * u)
    slope = numerical_slope(u, n, N_columns)
    if n <= 10:
        assert abs(slope / (alpha * n) - (1 - mu / 2)) < 0.1*mu**2 + 1e-6
    thickness_table.append((n, alpha * n, slope, mu, math.exp(u)))
thick_n = 100000
thick_slope = numerical_slope(find_log_time(thick_n, N_columns),
                              thick_n, N_columns)
log_N = math.log(N_columns)
thick_law = alpha * log_N * math.log(thick_n / log_N)
assert abs(thick_slope / thick_law - 1) < 1e-3

# Main example and its scaling to a larger area and lower failure.
beta = alpha * n_cells
u63 = find_log_time(n_cells, N_columns)
t63 = math.exp(u63)
mu63 = mu_1s * math.exp(alpha * u63)
lambda63 = -math.expm1(-mu63)
t63_law = (N_columns**(-1 / n_cells) / mu_1s)**(1 / alpha)
assert abs(t63_law / t63 - 1) < 1e-3
fail_exponent = -math.log1p(-product_fail)
product_columns = product_area_cm2 / cell_cm**2
t_product = math.exp(find_log_time(n_cells, product_columns,
                                   math.log(fail_exponent)))
projection = (area_cm2 / product_area_cm2 * fail_exponent)**(1 / beta)
assert abs(t63 * projection / t_product - 1) < 2e-3
voltage_factor = (stress_V / use_V)**voltage_power
t_use_years = t_product * voltage_factor / constants.year
t_use_years_38 = (t_product * (stress_V / use_V)**(voltage_power - 2)
                  / constants.year)

# Nine links per cell to the next layer: exact sum for three 4x4 layers.
lambda_links = (N_columns * 9**(n_cells - 1))**(-1 / n_cells)
subsets = np.arange(2**16)
reached = np.zeros_like(subsets)
population = np.zeros_like(subsets)
for x in range(4):
    for y in range(4):
        mask = 0
        for dx in (-1, 0, 1):
            for dy in (-1, 0, 1):
                mask |= 1 << (4 * ((x + dx) % 4) + (y + dy) % 4)
        occupied = (subsets >> (4 * x + y)) & 1
        reached |= occupied * mask
        population += occupied
unique_sets, labels = np.unique(reached, return_inverse=True)
overlap = population[unique_sets[:, None] & unique_sets[None, :]]


def linked_failure(lam):
    weights = lam**population * (1 - lam)**(16 - population)
    grouped = np.bincount(labels.ravel(), weights=weights)
    hit = -np.expm1(overlap * math.log1p(-lam))
    return grouped @ hit @ grouped


link_probability = linked_failure(lambda_links)
assert abs(link_probability / (16 * 9**2 * lambda_links**3) - 1) < 5e-3
step = 1e-3
link_power = math.log(linked_failure(lambda_links * math.exp(step))
                      / linked_failure(lambda_links * math.exp(-step)))
link_power /= 2 * step
assert abs(link_power - 3) < 5e-3
link_time_factor = 9**(-(n_cells - 1) / beta)

# Gaussian thickness roughness, averaged over columns by quadrature.
nodes, gauss = np.polynomial.hermite_e.hermegauss(60)
gauss = gauss / math.sqrt(2 * math.pi)
sigma = roughness_nm / cell_nm


def rough_log_hazard(L, n, columns):
    return math.log(columns) + math.log(
        np.sum(gauss * np.exp(-L * (n + sigma * nodes))))


def rough_root(n, columns, level=0.0):
    return brentq(lambda L: rough_log_hazard(L, n, columns) - level,
                  0.01, n / sigma**2)


rough_slopes = []
for n in (2, 3, 4, 5):
    L = rough_root(n, N_columns)
    h = 1e-4
    slope = -alpha * (rough_log_hazard(L + h, n, N_columns)
                      - rough_log_hazard(L - h, n, N_columns)) / (2 * h)
    law = alpha * math.sqrt(n**2 - 2 * sigma**2 * log_N)
    assert abs(slope / law - 1) < 1e-5
    rough_slopes.append((n, slope))
rough_projection = math.exp(
    (rough_root(n_cells, N_columns)
     - rough_root(n_cells, product_columns, math.log(fail_exponent)))
    / alpha)

# Defects already present before stress.
mu_initial = initial_density * cell_cm**3
u_initial = find_log_time(n_cells, N_columns, mu_initial=mu_initial)
initial_slope = numerical_slope(u_initial, n_cells, N_columns, mu_initial)
assert abs(initial_slope / (beta * (1 - mu_initial / mu63)) - 1) < 1e-3

# Device-to-device voltage scatter, expressed as scatter of log time.
log_scatter = voltage_power * voltage_scatter
grid = np.linspace(u63 - 30, u63 + 8, 7601)
mixed_cdf = np.zeros_like(grid)
for z, weight in zip(nodes, gauss):
    W = weibit(grid - log_scatter * z, n_cells, N_columns)
    mixed_cdf += weight * -np.expm1(-np.exp(W))
mass = np.diff(mixed_cdf)
middle = (grid[1:] + grid[:-1]) / 2
mean = np.sum(mass * middle) / np.sum(mass)
variance = np.sum(mass * (middle - mean)**2) / np.sum(mass)
scatter_slope = math.pi / math.sqrt(6 * variance)
scatter_law = beta / math.sqrt(1 + 6 * (beta * log_scatter / math.pi)**2)
assert abs(scatter_slope / scatter_law - 1) < 1e-3
tail_u = u63 - 12
tail_mixed = np.sum(gauss * -np.expm1(-np.exp(
    weibit(tail_u - log_scatter * nodes, n_cells, N_columns))))
tail_plain = -math.expm1(-math.exp(weibit(tail_u, n_cells, N_columns)))
tail_ratio = tail_mixed / tail_plain
assert abs(tail_ratio / math.exp((beta * log_scatter)**2 / 2) - 1) < 2e-3
tail_time_factor = math.exp(-beta * log_scatter**2 / 2)

# A 5 K hotter device, with an Arrhenius lifetime.
k_eV = constants.k / constants.e
hot_factor = math.exp(activation_eV / k_eV
                      * (1 / (temperature_K + 5) - 1 / temperature_K))

# Feedback: successive defects in one column arrive at changed rates.
mp.mp.dps = 80


def sequential_probability(mu, enhancements):
    rates = [mp.mpf(n_cells - k) * mp.mpf(g)
             for k, g in enumerate(enhancements)]
    survival = mp.mpf(0)
    for i, rate in enumerate(rates):
        coefficient = mp.mpf(1)
        for j, other in enumerate(rates):
            if i != j:
                coefficient *= other / (other - rate)
        survival += coefficient * mp.exp(-rate * mp.mpf(mu))
    return 1 - survival


def feedback_slope(enhancements):
    def log_hazard(log_mu):
        value = sequential_probability(mp.exp(log_mu), enhancements)
        return float(mp.log(N_columns * value))
    root = brentq(log_hazard, math.log(1e-12), math.log(1e-2))
    h = 1e-4
    return alpha * (log_hazard(root + h) - log_hazard(root - h)) / (2 * h)


no_feedback = [1.0] * n_cells
assert abs(float(sequential_probability(0.2, no_feedback))
           - (-math.expm1(-0.2))**n_cells) < 1e-13
rate_power = voltage_power * alpha
moderate = [1.1**(k * rate_power) for k in range(n_cells)]
shorted = [(n_cells / (n_cells - k))**rate_power for k in range(n_cells)]
moderate_slope = feedback_slope(moderate)
shorted_slope = feedback_slope(shorted)
assert abs(moderate_slope / beta - 1) < 0.01
assert abs(shorted_slope / (2 * alpha) - 1) < 0.01

print(f"cell side = {cell_nm:.1f} nm; thickness = {thickness_nm:.1f} nm")
print(f"area = {area_cm2:.1e} cm2; columns N = {N_columns:.3e}")
print(f"cells per column n = {n_cells}; alpha = {alpha:.2f}")
print(f"generated density at 1 s = {density_1s:.2e} cm^-3")
print(f"mean defects per cell at 1 s = {mu_1s:.3e}")
print(f"stress = {stress_V:.1f} V; temperature = {temperature_K:.0f} K")
print(f"nominal field = {10*stress_V/thickness_nm:.1f} MV/cm")
print(f"Weibull slope law = {beta:.3f}")
print(f"exact slope at 63% = {numerical_slope(u63,n_cells,N_columns):.5f}")
print(f"cell defect probability at 63% = {lambda63:.4e}")
print(f"defect density at 63% = {mu63/cell_cm**3:.3e} cm^-3")
print(f"t63 exact = {t63:.1f} s; t63 law = {t63_law:.1f} s")
print("thickness nm | alpha*n | exact slope | mu63 | t63 s")
for n, law, slope, mu, time in thickness_table:
    print(f"{n*cell_nm:.0f} | {law:.2f} | {slope:.4f} | {mu:.3e} | {time:.3e}")
print(f"n = {thick_n}: slope = {thick_slope:.3f}, log law = {thick_law:.3f}")
print(f"simulation: {sim_devices} devices, {sim_columns} columns each")
for n, fitted, predicted in simulation:
    print(f"n = {n}: simulated slope {fitted:.3f}, formula {predicted:.3f}")
print(f"product area = {product_area_cm2:.2f} cm2")
print(f"product failed fraction = {product_fail:.1e}")
print(f"product time / test t63 = {projection:.3e}")
print(f"product time at stress = {t_product:.4f} s")
print(f"use voltage = {use_V:.1f} V; voltage power = {voltage_power:.0f}")
print(f"voltage lifetime factor = {voltage_factor:.3e}")
print(f"projected use life = {t_use_years:.2f} years")
print(f"use life with voltage power 38 = {t_use_years_38:.2f} years")
print(f"neighbour links: t63 factor = {link_time_factor:.4f}")
print(f"neighbour links: power of lambda = {link_power:.4f}")
print(f"thickness roughness = {roughness_nm:.2f} nm rms")
for n, slope in rough_slopes:
    print(f"rough oxide, {n*cell_nm:.0f} nm: slope = {slope:.4f}")
print(f"rough product time / test t63 = {rough_projection:.3e}")
print(f"initial defects = {initial_density:.1e} cm^-3")
print(f"slope with initial defects = {initial_slope:.4f}")
print(f"voltage scatter = {100*voltage_scatter:.1f} %")
print(f"log-time scatter = {log_scatter:.2f}")
print(f"slope from total log-time variance = {scatter_slope:.4f}")
print(f"scatter: early failures x {tail_ratio:.4f}")
print(f"scatter: early failure time x {tail_time_factor:.4f}")
print(f"5 K hotter, {activation_eV:.1f} eV: time x {hot_factor:.4f}")
print(f"10% field rise per defect: rate x {moderate[1]:.3f}")
print(f"10% field rise per defect: slope = {moderate_slope:.4f}")
print(f"shorted cell: next-defect rate x {shorted[1]:.1f}")
print(f"shorted cells: slope = {shorted_slope:.4f}")
print("all assertions hold")
```

Output:

```
cell side = 1.0 nm; thickness = 3.0 nm
area = 1.0e-04 cm2; columns N = 1.000e+10
cells per column n = 3; alpha = 0.50
generated density at 1 s = 1.50e+16 cm^-3
mean defects per cell at 1 s = 1.500e-05
stress = 4.5 V; temperature = 400 K
nominal field = 15.0 MV/cm
Weibull slope law = 1.500
exact slope at 63% = 1.49965
cell defect probability at 63% = 4.6416e-04
defect density at 63% = 4.643e+17 cm^-3
t63 exact = 958.0 s; t63 law = 957.5 s
thickness nm | alpha*n | exact slope | mu63 | t63 s
2 | 1.00 | 1.0000 | 1.000e-05 | 4.444e-01
3 | 1.50 | 1.4997 | 4.643e-04 | 9.580e+02
4 | 2.00 | 1.9968 | 3.167e-03 | 4.459e+04
5 | 2.50 | 2.4875 | 1.005e-02 | 4.489e+05
10 | 5.00 | 4.7412 | 1.054e-01 | 4.934e+07
20 | 10.00 | 8.2195 | 3.801e-01 | 6.422e+08
50 | 25.00 | 14.5762 | 9.968e-01 | 4.416e+09
n = 100000: slope = 96.448, log law = 96.436
simulation: 8000 devices, 1000 columns each
n = 2: simulated slope 0.997, formula 0.985
n = 3: simulated slope 1.451, formula 1.423
n = 4: simulated slope 1.845, formula 1.812
product area = 0.10 cm2
product failed fraction = 1.0e-04
product time / test t63 = 2.155e-05
product time at stress = 0.0206 s
use voltage = 2.5 V; voltage power = 40
voltage lifetime factor = 1.625e+10
projected use life = 10.63 years
use life with voltage power 38 = 3.28 years
neighbour links: t63 factor = 0.0534
neighbour links: power of lambda = 2.9989
thickness roughness = 0.20 nm rms
rough oxide, 2 nm: slope = 0.7345
rough oxide, 3 nm: slope = 1.3377
rough oxide, 4 nm: slope = 1.8814
rough oxide, 5 nm: slope = 2.4061
rough product time / test t63 = 3.218e-06
initial defects = 1.0e+16 cm^-3
slope with initial defects = 1.4674
voltage scatter = 1.0 %
log-time scatter = 0.40
slope from total log-time variance = 1.3585
scatter: early failures x 1.1972
scatter: early failure time x 0.8869
5 K hotter, 0.6 eV: time x 0.8066
10% field rise per defect: rate x 6.727
10% field rise per defect: slope = 1.4995
shorted cell: next-defect rate x 3325.3
shorted cells: slope = 1.0027
all assertions hold
```
